# Does Film Strength from a Small Patch Hold for Large Areas?

**Question**

I have a 500 nm silicon nitride film on spring-steel foil. On patches of 0.10 mm² the characteristic strength, at which a fraction $1-1/e$ of the patches has cracked, is 3.00 GPa, with Weibull modulus 10. The product has 100 mm² of the same film under 1.8 GPa of tension. Fewer than one patch in a hundred cracks at that stress. May I treat 3 GPa as a material constant and call the product safe? And would a 200 nm film behave differently?

**Answer**

No: 3 GPa belongs to the patch area as well as to the film. The bond to the steel adds a second rule, which depends on thickness.

**What area does**

Divide the large film into $A/A_0$ patches whose flaws are independent. It survives if every patch survives, so the survival probabilities multiply. Writing the survival of one patch as $e^{-H(\sigma)}$ gives

$$S(A)=S(A_0)^{A/A_0}=e^{-(A/A_0)H(\sigma)} .$$

The Weibull law is the choice $H=(\sigma/\sigma_0)^m$. The characteristic strength is where the exponent equals one:

$$\frac{A}{A_0}\left(\frac{\sigma}{\sigma_0}\right)^m=1\quad\Rightarrow\quad \sigma=\sigma_0\left(\frac{A_0}{A}\right)^{1/m}.$$

For $m=10$ and a 1000-fold area the factor is $1000^{-0.1}=0.501$, so 3.00 GPa becomes 1.50 GPa.

At 1.8 GPa a patch has $H=0.6^{10}=0.00605$ and fails with probability 0.60 %. The product has $1000H=6.05$ and fails with probability $1-e^{-6.05}=99.8\ \%$.

Independence alone does not supply the power law, nor does it say whether a crack can run in a bonded film. Both need the mechanics of a flaw, and the power law also needs an assumption about how flaw depths are distributed.

**Stress intensity of a scratch**

Take the flaws to be surface scratches of depth $a$, long compared with the film thickness $h$ but short compared with the patch. Film and substrate have equal elastic constants, so together they form a half-space $x>0$. Let $\bar E=E/(1-\nu^2)$. The crack lies on $y=0$ and is built from opening dislocations.

With $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$ and $\sigma_{xy}=-\phi_{xy}$, a dislocation at $(t,0)$ in an infinite body has $\phi=C(x-t)\ln r_1$, where $r_1$ is the distance from it. To fix $C$, integrate the strain $\varepsilon_{yy}=[\sigma_{yy}-\nu\sigma_{xx}/(1-\nu)]/\bar E$ along a line of constant $X=x-t$:

- $\int\phi_{yy}\,dy=[CXy/r_1^2]_{-\infty}^{\infty}=0$.
- $\int(\phi_{xx}+\phi_{yy})\,dy=\int 2CX/r_1^2\,dy=2\pi C\,\mathrm{sgn}X$.

The stretch is thus $\pm2\pi C/\bar E$ on the two sides. The inserted layer of thickness $b$ on the left makes up the difference, so $C=\bar E b/4\pi$.

The free surface requires an image, with $r_2$ measured from $(-t,0)$:

$$\phi=C\left[(x-t)\ln\frac{r_1}{r_2}-\frac{2xt(x+t)}{r_2^2}\right].$$

The added terms are harmonic functions times linear polynomials, hence biharmonic, and are regular inside the body. At $x=0$, where $r_1=r_2=\rho$, we have $\phi=0$ and $\phi_x=C(2t^2/\rho^2-2t^2/\rho^2)=0$ for every $y$. Both tractions therefore vanish. Differentiating twice on $y=0$ gives $\sigma_{yy}=Ck$, with

$$k(x,t)=\frac1{x-t}-\frac1{x+t}-\frac{2t}{(x+t)^2}+\frac{4t^2}{(x+t)^3}.$$

If $\delta(x)$ is the crack opening and $B=-d\delta/dx$, the dislocations must cancel the film tension on the crack faces:

$$\frac{\bar E}{4\pi}\int_0^a B(t)\,k(x,t)\,dt=-\sigma,\qquad 0<x<a .$$

Near the tip $B=c/\sqrt{a-t}$. At distance $r$ ahead this gives

$$\sigma_{yy}=\frac{\bar E c}{4\pi}\int_0^\infty\frac{dq}{\sqrt q\,(r+q)}=\frac{\bar E c}{4\sqrt r}\equiv\frac{K}{\sqrt{2\pi r}},$$

so $c=4K/(\bar E\sqrt{2\pi})$, and the opening at distance $q$ behind the tip is $2c\sqrt q$. By scaling, $K=F\sigma\sqrt{\pi a}$. Numerical solution of the integral equation gives $F=1.122$.

The energy released per unit new crack area follows from closing a short length $\ell$ again:

$$G=\frac1{2\ell}\int_0^\ell\frac{K}{\sqrt{2\pi r}}\,\frac{8K}{\bar E}\sqrt{\frac{\ell-r}{2\pi}}\,dr=\frac{2K^2}{\pi\bar E\ell}\,\frac{\pi\ell}{2}=\frac{K^2}{\bar E}.$$

Hence $G(a)=\pi F^2\sigma^2a/\bar E$. Growth requires $G=\Gamma=K_c^2/\bar E$, where $K_c$ is the film toughness.

**What the substrate does**

A crack that has cut the film to the interface can lengthen as a channel. Far ahead of its front the film is intact; far behind, it is cut to depth $h$. Steady advance turns slices of the first kind into slices of the second, so the release per unit crack area is the depth average

$$G_{ss}=\frac1h\int_0^hG(a)\,da=\frac{Z\sigma^2h}{\bar E},\qquad Z=\frac{\pi F^2}{2}=1.976 .$$

The same energy is the work done as the face traction is removed, $\frac12\sigma\int_0^h\delta\,dx$ per unit channel length. Computing $Z$ from that opening volume also gives 1.976. $G_{ss}$ does not grow with channel length, so there is a threshold:

$$\sigma_{ch}=\frac{K_c}{\sqrt{Zh}} .$$

Now follow one scratch as the stress rises. It deepens at $K_c/(F\sqrt{\pi a})$. Since $G(a)$ rises with $a$, it then continues to the interface, where the tough steel stops it. Before deepening it cannot lengthen, because its depth-averaged release is half of $G(a)$. The deepening stress exceeds $\sigma_{ch}$ when $\pi F^2a<Zh$, that is, when $a<h/2$. Such a scratch deepens and channels at once. A deeper one cuts through early and waits for $\sigma_{ch}$.

**Putting the two together**

Let the flaws be Poisson distributed, with a mean number $N=(A/A_0)(a/a_0)^{-m/2}$ deeper than $a$. The depth critical at stress $\sigma$ varies as $\sigma^{-2}$, so $a/a_0=(\sigma_0/\sigma)^2$ and $N=(A/A_0)(\sigma/\sigma_0)^m$. Survival means that no deeper flaw is present, with probability $e^{-N}$. This is the Weibull law, but here it holds only from $\sigma_{ch}$ upwards. Below $\sigma_{ch}$ no channel runs. The characteristic strength is therefore

$$\sigma_c(A)=\max\left[\sigma_0\left(\frac{A_0}{A}\right)^{1/m},\ \frac{K_c}{\sqrt{Zh}}\right].$$

With $K_c=1.30$ MPa√m, the 500 nm film has

$$\sigma_{ch}=\frac{1.30\times10^6}{\sqrt{1.976\times5\times10^{-7}}}\ \text{Pa}=1.31\ \text{GPa}.$$

This lies below 1.50 GPa, so the halving stands. The critical depth rises from 47.5 to 189 nm, still under $h/2=250$ nm. Simulated films with randomly drawn flaws, the deepest in each followed through deepening and channelling by energy balance, also give a strength ratio of 0.501.

The floor takes over at $A_0(\sigma_0/\sigma_{ch})^m$, about 400 mm². At 10 000 mm² the Weibull law alone would predict 0.95 GPa; the bonded film stays at 1.31 GPa.

For 200 nm, with toughness and flaw statistics held fixed, the floor is 2.07 GPa and takes over at about 4 mm². At 100 mm² the strength is then 2.07 GPa, not 1.50 GPa. With an elastic substrate your 1.8 GPa starts no channel in the thinner film, whatever its area; yielding of the steel, discussed below, may overturn this. It is not undamaged, however: on average about six scratches per 100 mm² reach the steel and stop there. For an insulating film, those cuts may already count as failure.

**How far to trust the extrapolation**

The Weibull factor depends strongly on $m$: it is 0.25 for $m=5$ and 0.71 for $m=20$. In the elastic model, however, the floor keeps the strength ratio of the 500 nm film from falling below $1.31/3.00=0.44$. In simulated sets of 30 patches with true $m=10$, the fitted $m$ ran from 8.2 to 13.5 (5th to 95th percentile), so the fitted-to-true ratio runs from 0.82 to 1.35, whatever the true $m$. If your 10 is such a fit, the true $m$ lies between about $10/1.35=7.4$ and $10/0.82=12.2$ (90 % interval), which puts the Weibull factor between about 0.39 and 0.57; at the low end the floor takes over.

The depth tail matters too. Suppose instead that $N=(A/A_0)e^{-(a-a_0)/a_1}$. Since $a\propto\sigma^{-2}$, the local modulus is $d\ln N/d\ln\sigma=2a/a_1$, which equals 10 at $a_0$ if $a_1=a_0/5$. Setting $N=1$ gives $a=a_0+a_1\ln(A/A_0)$, and the strength ratio is

$$\left(1+\frac{\ln1000}{5}\right)^{-1/2}=0.65 .$$

Yet at $0.9\sigma_0$ the two tails predict patch failure probabilities of 0.29 and 0.27, which 30 patches can hardly separate. Tests on a second, much larger area are more informative. If the flaws sit on the edges, perimeter replaces area, and for samples of the same shape the factor is $1000^{-1/20}=0.71$.

**Beside a real film**

The elastic constants and toughness used here are rough typical values for silicon nitride on steel; your patch data are taken as given. Nitride moduli vary with deposition, and a mismatch changes $Z$: about 1.8 for a 150 GPa film and 2.25 for a 280 GPa film, which moves the 200 nm floor to about 2.2 and 1.9 GPa. A tension of 1.8 GPa is high. Strongly tensile nitride films on silicon carry roughly 1 GPa from deposition, but steel shrinks more than the film on cooling, which takes away about 0.6 GPa after deposition at 300 °C. Most of the tension must then come from stretching or heating. Stretching loads the steel about as much as the film, and a shear yield stress of 0.7 GPa means yield at about 1.2 GPa in tension. A patch stretched to 3 GPa is therefore on steel that has yielded, and the product may be too; the elastic substrate assumed above is then only an approximation. Heating by 60 K adds about 0.13 GPa, for expansion coefficients of 3 and 11 ppm/K.

Of the departures sized in this section, slow crack growth in moist air is the largest for the exponent assumed below. If the crack speed varies as $K^n$ with $K\propto\sigma\sqrt a$, the time to grow from a given flaw varies as $\sigma^{-n}$, provided the flaw starts well below its critical depth. For an assumed $n=40$, going from one minute to ten years multiplies the flaw-controlled strength by 0.68. Channels can then also creep below $\sigma_{ch}$, so the floor is a short-time, inert-environment limit and does not certify the 200 nm film for years of service.

Yielding of the steel lowers the floor as well. If the interface slips at shear stress $\tau$, film stress is relieved over a length $\sigma h/\tau$ on each side of the crack, which opens by $\sigma^2h/(\bar E\tau)$. With a closing traction $s$ the opening is $(\sigma-s)^2h/(\bar E\tau)$, and integrating over $s$ from 0 to $\sigma$ gives an energy $\sigma^3h/(3\bar E\tau)$ per unit crack area. Adding this to $G_{ss}$ counts part of the relief twice, because the elastic steel already lets the film relax near the crack. The sum is thus a pessimistic estimate for this slip model. With $\tau=0.7$ GPa it lowers the 500 nm floor from 1.31 to 1.16 GPa. The same balance, $(Z+\sigma/3\tau)\sigma^2h=K_c^2$, lowers the 200 nm floor from 2.07 to about 1.7 GPa. Solving the elastic steel and the slipping interface together, by finite elements, gives milder reductions, to about 1.27 and 1.94 GPa. For this $\tau$ the 200 nm floor thus stays above your 1.8 GPa, but by under 10 %. Stretched steel has less shear strength left to hold the film, and a stiffer film raises $Z$; both lower the floor further. The model therefore cannot show that the thinner film is safe from channels, even for a short time.

The steel is expected to stop the cracks: even at 3 GPa the elastic stress intensity at the interface is 4.2 MPa√m, against a toughness of about 50 MPa√m. This comparison is only indicative, because the plastic zone in the steel, roughly 1 µm, would then be larger than the crack depth. The interface must also hold. A long debond releases $\sigma^2h/(2\bar E)=2.6$ J/m² at 1.50 GPa, 3.8 J/m² at 1.8 GPa and 10 J/m² at 3 GPa, and a weaker bond would remove the constraint. A short debond at the crack tip releases more, about $0.8\,\sigma^2h/\bar E$, so a bond only slightly above the long-debond value still peels over a limited length beside each crack.

Finally, match the stress state. The product is assumed to be under equal tension in all in-plane directions. If the patches were pulled along one axis, a randomly oriented scratch felt a normal stress $\sigma\cos^2\theta$. Neglecting shear, $N$ is then multiplied by the angular mean of $\cos^{2m}\theta$, and the measured strength is 1.19 times the equal-biaxial one. Shear on the scratches and equal-biaxial tension left from deposition both lower this factor somewhat.

So quote the 3 GPa together with its area, $m$, thickness, stress state and test duration. In this model the toughness $K_c$ and the flaw statistics, expressed by $m$ and $\sigma_0A_0^{1/m}$, carry over between areas and thicknesses; the floor carries over between areas at fixed thickness. The numerical output below lists the values used.

## Computed results

```
Film E, nu: 200 GPa, 0.27
Steel E, nu: 200 GPa, 0.29
Film plane-strain modulus: 215.7 GPa
Film toughness Kc: 1.30 MPa sqrt(m)
Film fracture energy: 7.83 J/m2
Thicknesses: 500 and 200 nm
Patch area: 0.10 mm2; modulus m: 10
Patch characteristic strength: 3.00 GPa
Edge-crack factor F: 1.122
Channelling factor Z, opening volume: 1.976
Channelling factor Z, pi F^2/2: 1.976
Strength ratio, area x1000: 0.5012
Same ratio, simulated flaws: 0.501
m for exact halving: 9.966
Strength ratio for m = 5: 0.251
Strength ratio for m = 20: 0.708
Strength at 100 mm2: 1.504 GPa
Critical flaw depth, patch: 47.5 nm
Critical flaw depth, x1000 area: 189 nm
Floor, 500 nm film: 1.308 GPa
Floor, 200 nm film: 2.068 GPa
Simulated x1000 strength, thin film: 2.068 GPa
Crossover area, thick film: 403 mm2
Crossover area, thin film: 4.13 mm2
Weibull alone at 10000 mm2: 0.949 GPa
Share failing at floor, x1000, thick: 0.220
Same share, simulated: 0.230
Failure at 1.8 GPa, patch: 0.60 %
Failure at 1.8 GPa, x1000 area: 99.76 %
Weibull 1 % stress, x1000 area: 0.949 GPa
Ratio for edge flaws (perimeter): 0.708
Ratio for exponential depth tail: 0.648
Patch failure at 0.9 s0, power tail: 0.294
Patch failure at 0.9 s0, exponential tail: 0.266
Fitted m, 30 specimens, 5-95 %: 8.2 to 13.5
Resulting ratio range: 0.43 to 0.60
Dundurs alpha, beta: -0.0061, -0.0115
Steel shear yield stress: 0.70 GPa
Thick-film floor with yielding: 1.157 GPa
K at interface, 3 GPa: 4.22 MPa sqrt(m)
Steel toughness: 50 MPa sqrt(m)
Long-debond energy, x1000 strength: 2.62 J/m2
Slow-growth exponent: 40
Strength factor, 1 min to 10 years: 0.679
Uniaxial/biaxial strength factor: 1.190
Expansion, film and steel: 3, 11 ppm/K
Added tension, heating by 60 K: 0.132 GPa
```
